# Slater determinant and local energy of noninteracting fermions in a harmonic trap

## Problem

Identical fermions of mass $m$ move on a line in the potential $\tfrac12 m\omega^2x^2$. They do not interact. They are called spinless because all are in the same spin state, so the wavefunction must change sign when two positions are exchanged. For $N$ particles the Hamiltonian is

$$
H=\sum_{i=1}^{N}\left(-\frac{\hbar^2}{2m}\frac{\partial^2}{\partial x_i^2}+\frac12m\omega^2x_i^2\right).
$$

The $N$ lowest orbitals $\varphi_0,\dots,\varphi_{N-1}$ are occupied once each, and the state is the Slater determinant

$$
\Psi(x_1,\dots,x_N)=\frac{1}{\sqrt{N!}}\det\big[\varphi_{j-1}(x_i)\big],
$$

with particles $i$ labelling rows and orbitals $j$ labelling columns. In variational Monte Carlo, configurations are drawn with probability density $|\Psi|^2$, and the energy is the average of the local energy

$$
E_L(x_1,\dots,x_N)=\frac{H\Psi}{\Psi}.
$$

(a) Estimate the ground-state energy by scaling.

(b) Find a closed form of $\Psi$ that needs no determinant.

(c) Find $E_L$ at an arbitrary configuration. How does it change if the width of the Gaussian factor in every orbital is altered?

(d) Find the factor by which $\Psi$ changes when one particle moves.

(e) Evaluate the results for $N=4$, the electron mass and $\omega=10^{13}$ rad/s, with interactions switched off.

## First estimate by scaling

Let the cloud have size $L$. Antisymmetry keeps the particles apart, so each has a length of about $L/N$ to itself and a momentum of about $\hbar N/L$. Taking $L$ as the typical distance from the centre gives

$$
E(L)\approx N\left(\frac{\hbar^2N^2}{2mL^2}+\frac12m\omega^2L^2\right).
$$

The first term favours a large cloud and the second a small one. At the minimum the derivative vanishes:

$$
-\frac{\hbar^2N^2}{mL^3}+m\omega^2L=0
\quad\Longrightarrow\quad
L^2=N\frac{\hbar}{m\omega}=Na^2,
\qquad a=\sqrt{\frac{\hbar}{m\omega}}.
$$

Each term in the bracket then equals $\tfrac12N\hbar\omega$, so $E\approx N^2\hbar\omega$. The power of $N$ should be trusted more than the prefactor, since numerical factors were dropped in both the momentum and the size. The estimate concerns a typical energy and says nothing about how $E_L$ varies between configurations.

## Exact solution

### The orbitals

Use the scaled position $\xi=x/a$. Since $\hbar^2/(ma^2)=m\omega^2a^2=\hbar\omega$, the one-particle Hamiltonian is

$$
h=\frac{\hbar\omega}{2}\left(-\frac{d^2}{d\xi^2}+\xi^2\right).
$$

Define the Hermite polynomials by $H_0=1$, $H_1=2\xi$ and

$$
H_{n+1}=2\xi H_n-2nH_{n-1}.
$$

Their derivative is $H_n'=2nH_{n-1}$. This holds for $n=0$ and $n=1$. If it holds up to $n$, differentiating the recurrence gives

$$
H_{n+1}'=2H_n+2n\big[2\xi H_{n-1}-2(n-1)H_{n-2}\big]=2H_n+2nH_n=2(n+1)H_n,
$$

so it holds for $n+1$ too. The recurrence can now be written $H_{n+1}=2\xi H_n-H_n'$. Differentiating this form and using $H_{n+1}'=2(n+1)H_n$ yields

$$
H_n''-2\xi H_n'+2nH_n=0.
$$

Consequently

$$
\frac{d^2}{d\xi^2}\big(H_ne^{-\xi^2/2}\big)
=\big[H_n''-2\xi H_n'+(\xi^2-1)H_n\big]e^{-\xi^2/2}
=(\xi^2-1-2n)H_ne^{-\xi^2/2},
$$

and $H_ne^{-\xi^2/2}$ is an eigenfunction of $h$ with energy $(n+\tfrac12)\hbar\omega$.

There are no other levels. With $b=(\xi+d/d\xi)/\sqrt2$ one has $h=\hbar\omega(b^\dagger b+\tfrac12)$ and $[b,b^\dagger]=1$, so $b$ lowers the energy of an eigenstate by $\hbar\omega$ or annihilates it. Because $b^\dagger b$ has no negative expectation value, the lowering must end at a state with $b\varphi=0$, whose energy is $\tfrac12\hbar\omega$. Every level is therefore of the form $(n+\tfrac12)\hbar\omega$. Each has one state: for two bound solutions $f,g$ at the same energy, $fg'-gf'$ is constant and vanishes at infinity, so $f$ and $g$ are proportional.

For the normalisation, note that $e^{-\xi^2}H_n=-(e^{-\xi^2}H_{n-1})'$. Integration by parts gives

$$
\int H_mH_ne^{-\xi^2}d\xi=\int H_m'H_{n-1}e^{-\xi^2}d\xi
=2m\int H_{m-1}H_{n-1}e^{-\xi^2}d\xi .
$$

Repeating this gives zero for $m<n$ and $2^nn!\sqrt\pi$ for $m=n$. With $dx=a\,d\xi$, the orthonormal orbitals are

$$
\varphi_n(x)=\frac{H_n(\xi)e^{-\xi^2/2}}{\sqrt{2^nn!\sqrt\pi\,a}}.
$$

### From Hermite polynomials to powers

Every entry in row $i$ contains $e^{-\xi_i^2/2}$, which can be taken out of that row. Every entry in column $j=n+1$ contains the normalisation of $\varphi_n$, which can be taken out of that column. What remains is $\det[H_{j-1}(\xi_i)]$.

The recurrence shows that $H_n=2^n\xi^n+{}$lower powers. The columns to the left of $H_n$ hold polynomials of degrees $0,1,\dots,n-1$, one of each, and so can be combined into any polynomial of degree below $n$. Subtracting a suitable combination removes the lower powers and does not change the determinant. Doing this from the last column to the first leaves $2^n\xi_i^n$ in each column, and

$$
\det[H_{j-1}(\xi_i)]=2^{0+1+\cdots+(N-1)}\det[\xi_i^{\,j-1}]
=2^{N(N-1)/2}\,V,\qquad V=\det[\xi_i^{\,j-1}].
$$

The occupation of the lowest orbitals without a gap enters in two ways. It guarantees that the lower powers can be removed, and it makes the remaining powers the consecutive ones $0,1,\dots,N-1$. With a gap the removal can fail, as for $n=0,3$, where the term $-12\xi$ in $H_3$ has no column to cancel it. Even where the removal succeeds, as for $n=0,1,3$ below, the remaining determinant is not $V$.

### The Vandermonde product

If $\xi_i=\xi_j$, two rows of $V$ are equal and $V=0$. The polynomial $V$ is therefore divisible by each difference $\xi_j-\xi_i$. These are distinct irreducible factors, so $V$ is divisible by their product. Both $V$ and the product have total degree $N(N-1)/2$, so their quotient is a constant.

To find it, compare the coefficient of $\xi_2\xi_3^2\cdots\xi_N^{N-1}$. In the determinant this term comes from the diagonal alone, with coefficient $1$. In the product, the power $\xi_N^{N-1}$ requires taking $\xi_N$ from all $N-1$ factors that contain it; the same argument then applies to $\xi_{N-1}$, and so on. The coefficient is again $1$, so

$$
V=\prod_{i<j}(\xi_j-\xi_i).
$$

Now collect the constants. The column normalisations contribute $2^{-N(N-1)/4}$, which combines with $2^{N(N-1)/2}$ to give $2^{N(N-1)/4}$. They also contribute $\pi^{-N/4}a^{-N/2}$ and $\big(\prod_{n=0}^{N-1}n!\big)^{-1/2}$. The last factor joins $1/\sqrt{N!}$ to give $\big(\prod_{n=1}^{N}n!\big)^{-1/2}$. The answer to (b) is

$$
\Psi=C_N\prod_{i<j}(\xi_j-\xi_i)\,e^{-S/2},\qquad S=\sum_i\xi_i^2,
$$

$$
C_N=a^{-N/2}\left[\frac{2^{N(N-1)/2}}{\pi^{N/2}\prod_{n=1}^{N}n!}\right]^{1/2}.
$$

The product makes the exclusion principle visible: $\Psi$ vanishes linearly when two particles meet. Evaluating it takes $N(N-1)/2$ differences, whereas a general determinant evaluated by elimination takes of order $N^3$ operations.

### Two properties of the product

Write $\partial_i=\partial/\partial\xi_i$. Every monomial in $V$ has total degree $N(N-1)/2$, and $\xi_i\partial_i$ multiplies a monomial by its power of $\xi_i$. Summing over $i$ gives

$$
\sum_i\xi_i\partial_iV=\frac{N(N-1)}{2}V.
$$

The second property is

$$
\sum_i\partial_i^2V=0.
$$

The operator on the left is unchanged by exchanging two coordinates, so its result is antisymmetric, as $V$ is. An antisymmetric polynomial vanishes when two coordinates coincide and is divisible by $V$, by the argument used above. But two derivatives lower the degree by two, and a nonzero polynomial cannot be divisible by one of higher degree. The result must be zero.

### The local energy

Part (c) is answered for all widths at once by taking $\Psi_\alpha\propto VG$ with $G=e^{-\alpha S/2}$ and $\alpha>0$. The original state has $\alpha=1$. The derivatives of the Gaussian are

$$
\partial_iG=-\alpha\xi_iG,\qquad \partial_i^2G=(\alpha^2\xi_i^2-\alpha)G.
$$

The product rule then gives

$$
\frac{\sum_i\partial_i^2(VG)}{VG}
=\frac{\sum_i\partial_i^2V}{V}-2\alpha\frac{\sum_i\xi_i\partial_iV}{V}+\alpha^2S-\alpha N .
$$

The first term is zero and the second is $-\alpha N(N-1)$. Together with $-\alpha N$ this makes $-\alpha N^2$, so the right-hand side is $\alpha^2S-\alpha N^2$. Multiplication by $-\hbar\omega/2$ gives the local kinetic energy $K_L$, and the potential energy is $U$:

$$
K_L=\frac{\hbar\omega}{2}(\alpha N^2-\alpha^2S),\qquad U=\frac{\hbar\omega}{2}S .
$$

Their sum is

$$
E_L=\frac{\hbar\omega}{2}\big[\alpha N^2+(1-\alpha^2)S\big].
$$

For the Slater determinant of the true orbitals, $\alpha=1$ and

$$
E_L=\frac{N^2}{2}\hbar\omega .
$$

The kinetic and potential parts each depend on the configuration through $S$, with opposite signs, and the dependence cancels. A Monte Carlo average of $E_L$ then has no statistical error, however few configurations are drawn. For any other positive $\alpha$ the local energy varies with $S$, and its spread signals that $\Psi_\alpha$ is not an eigenstate.

The value agrees with the sum of the occupied levels:

$$
\sum_{n=0}^{N-1}\left(n+\frac12\right)\hbar\omega=\left[\frac{N(N-1)}2+\frac N2\right]\hbar\omega=\frac{N^2}{2}\hbar\omega .
$$

### Where particles meet

At a configuration with two coincident particles, $\Psi=0$ and the quotient $H\Psi/\Psi$ is undefined. The equation $H\Psi=\tfrac12N^2\hbar\omega\,\Psi$ still holds there, because both sides are continuous, and the constant is the limit of $E_L$.

The case $N=2$, $\alpha=1$ shows how the limit stays finite. With $V=\xi_2-\xi_1$,

$$
\frac{\partial_1^2\Psi}{\Psi}=\frac{2\xi_1}{\xi_2-\xi_1}+\xi_1^2-1,\qquad
\frac{\partial_2^2\Psi}{\Psi}=-\frac{2\xi_2}{\xi_2-\xi_1}+\xi_2^2-1 .
$$

Each contribution diverges as the particles approach each other away from the centre. In the sum the fractions combine to $-2$, leaving $S-4$, as the general formula requires.

### Moving one particle

Let particle $k$ move from $\xi_k$ to $\xi_k'$. Differences that do not contain particle $k$ cancel in the ratio. In the others, any sign due to ordering is the same before and after the move. This answers (d):

$$
\frac{\Psi'}{\Psi}=e^{-(\xi_k'^2-\xi_k^2)/2}\prod_{j\ne k}\frac{\xi_k'-\xi_j}{\xi_k-\xi_j}.
$$

The cost is of order $N$. A Metropolis step with a symmetric proposal accepts the move with probability $\min(1,|\Psi'/\Psi|^2)$, so $C_N$ is not needed for sampling.

### Numbers for four particles

The trap length is $a=3.402$ nm and the energy quantum is $\hbar\omega=6.582$ meV. The prefactor is

$$
C_4=\frac{1}{a^2}\left[\frac{2^6}{\pi^2\,(1!\,2!\,3!\,4!)}\right]^{1/2}=1.2962\times10^{-2}\ \text{nm}^{-2}.
$$

Take a compact configuration, $(-5,-1,2,6)$ nm, and a wide one, $(-10,-4,3,9)$ nm. The scaled positions of the first are $-1.470$, $-0.294$, $0.588$ and $1.763$. They give $V=16.675$ and $S=5.701$, hence

$$
\Psi=1.2962\times10^{-2}\times16.675\times e^{-5.701/2}\ \text{nm}^{-2}=1.250\times10^{-2}\ \text{nm}^{-2}.
$$

The wide configuration has $V=521.53$ and $S=17.794$, and $\Psi=9.246\times10^{-4}$ nm$^{-2}$. Its larger differences are outweighed by the Gaussian. Direct evaluation of the $4\times4$ determinant gives the same two values of $\Psi$.

For the compact configuration the energies are

$$
K_L=\tfrac12(6.582)(16-5.701)\ \text{meV}=33.89\ \text{meV},\qquad
U=\tfrac12(6.582)(5.701)\ \text{meV}=18.76\ \text{meV}.
$$

The same formulas apply to the wide one:

| Configuration | $K_L$ (meV) | $U$ (meV) | $E_L$ (meV) |
|---|---:|---:|---:|
| compact | 33.89 | 18.76 | 52.66 |
| wide | −5.91 | 58.56 | 52.66 |

Each entry is rounded separately from unrounded values (the wide kinetic entry is $-5.905$ meV), so the rows add up only to within the last digit. The common total is $8\hbar\omega=8.437\times10^{-21}$ J. The negative kinetic entry is no contradiction: $K_L$ is a local quotient, and only its average over $|\Psi|^2$ has to be positive. It is negative where $S>N^2$, which is the region where the potential energy exceeds the total energy.

With $\alpha=0.8$ the local energies become $48.88$ meV and $63.21$ meV. The cancellation is lost, and the wide configuration has the higher value because $1-\alpha^2>0$.

Finally, move the second particle of the compact configuration from $-1$ to $0$ nm. The length $a$ cancels in the quotients of differences, so

$$
\frac{\Psi'}{\Psi}=1.0441\times\frac{5}{4}\times\frac{-2}{-3}\times\frac{-6}{-7}
=1.0441\times0.7143=0.7458 .
$$

The Gaussian favours the move towards the centre, but the product of differences decreases by more. The numerical check confirms this ratio with full determinants, and obtains the local energies above by differentiating the determinant numerically.

## Comparison of the estimate and the solution

Scaling gave $N^2\hbar\omega$; the exact energy is $\tfrac12N^2\hbar\omega$. The power of $N$ is right and the prefactor is too large by a factor of two for every $N$. For four particles the two values are $16\hbar\omega$ and $8\hbar\omega$.

The source of the factor can be found from the mean of $S$. The recurrence, written for normalised orbitals, is

$$
\xi\varphi_n=\sqrt{\frac{n+1}{2}}\,\varphi_{n+1}+\sqrt{\frac n2}\,\varphi_{n-1}.
$$

Since the orbitals are orthonormal, the mean of $\xi^2$ in $\varphi_n$ is the sum of the squared coefficients, $n+\tfrac12$. In a Slater determinant the mean of a sum of one-particle quantities is the sum over occupied orbitals: integrating over the other $N-1$ particles removes every cross term between different permutations. Therefore

$$
\langle S\rangle=\sum_{n=0}^{N-1}\left(n+\frac12\right)=\frac{N^2}{2},\qquad
\langle U\rangle=\frac{N^2}{4}\hbar\omega,\qquad
\langle K_L\rangle=\frac{N^2}{2}\hbar\omega-\langle U\rangle=\frac{N^2}{4}\hbar\omega .
$$

The estimate had $\tfrac12N^2\hbar\omega$ for each part. It assigned every particle the squared distance $L^2=Na^2$, while the mean is $\tfrac12Na^2$, and it overestimated the mean squared momentum by the same factor.

The mean of $S$ also settles a point about the altered Gaussian. For $\alpha=0.8$ the compact configuration has a local energy below the ground-state energy. The variational principle restricts the average, not single values. The density for general $\alpha$ is proportional to $V(\xi)^2e^{-\alpha S}$. Put $\eta_i=\sqrt\alpha\,\xi_i$. Every monomial of $V$ has the same total degree, so $V(\xi)$ equals $V(\eta)$ times a constant, and $\alpha S=\sum_i\eta_i^2$. The variables $\eta_i$ therefore have the density for $\alpha=1$, and the mean of $\alpha S$ is $N^2/2$. Hence $\langle S\rangle_\alpha=N^2/(2\alpha)$ and

$$
\langle E_L\rangle_\alpha=\frac{\hbar\omega}{2}\left[\alpha N^2+\frac{(1-\alpha^2)N^2}{2\alpha}\right]
=\frac{N^2\hbar\omega}{4}\left(\alpha+\frac1\alpha\right)\ge\frac{N^2}{2}\hbar\omega ,
$$

because $\alpha+1/\alpha-2=(1-\alpha)^2/\alpha\ge0$.

Two changes of the assumptions show what the exact result depends on. If three particles occupy $n=0,1,3$, the power $\xi^2$ is missing and the polynomial is no longer $V$ alone. It is antisymmetric, and after column operations it is $16\det[1,\xi_i,\xi_i^3]$, of degree four. Its quotient by $V$ is symmetric and of degree one, hence proportional to $\xi_1+\xi_2+\xi_3$. Comparing the coefficient of $\xi_2\xi_3^3$ gives $16(\xi_1+\xi_2+\xi_3)V$. The local energy is still constant, since every term of the determinant has the same sum of orbital energies, but it is $5.5\hbar\omega$ instead of $4.5\hbar\omega$. Constancy thus comes from being an eigenstate, and the pure Vandermonde form from filling the lowest orbitals.

If instead an interaction energy $W(x_1,\dots,x_N)$ is added to $H$ while $\Psi$ is kept, the local energy becomes $\tfrac12N^2\hbar\omega+W$. It then varies wherever $W$ does at configurations with $\Psi\ne0$. A contact interaction, which acts only where two particles coincide, gives $W\Psi=0$ and leaves $\Psi$ an eigenstate with the same energy. Real electrons repel each other: in vacuum the Coulomb energy at the trap length, $e^2/(4\pi\varepsilon_0a)=423$ meV, is about 64 times $\hbar\omega$. The four-particle numbers therefore describe the noninteracting model and not electrons in an actual trap.

## Calculated quantities

```
Particle mass: 9.109384e-31 kg
Trap angular frequency: 1.000e+13 rad/s
Trap length a: 3.40246 nm
Energy quantum hbar*omega: 6.58212 meV
Number of particles in example: 4
Prefactor C_4: 1.296154e-02 nm^-2
compact: positions [-5, -1, 2, 6] nm
compact: scaled positions -1.46952, -0.29390, 0.58781, 1.76343 (no unit)
compact: product of differences 16.67510 (no unit)
compact: sum of squared scaled positions 5.70108 (no unit)
compact: Psi from determinant 1.249547e-02 nm^-2
compact: Psi from product form 1.249547e-02 nm^-2
compact: local kinetic energy 33.8944 meV
compact: potential energy 18.7626 meV
compact: total local energy 52.6570 meV
compact: local energy for alpha=0.8 48.8801 meV
wide: positions [-10, -4, 3, 9] nm
wide: scaled positions -2.93905, -1.17562, 0.88171, 2.64514 (no unit)
wide: product of differences 521.53007 (no unit)
wide: sum of squared scaled positions 17.79427 (no unit)
wide: Psi from determinant 9.246141e-04 nm^-2
wide: Psi from product form 9.246141e-04 nm^-2
wide: local kinetic energy -5.9050 meV
wide: potential energy 58.5620 meV
wide: total local energy 52.6570 meV
wide: local energy for alpha=0.8 63.2079 meV
Total local energy, converted: 8.43657e-21 J
Move -1 to 0 nm: Gaussian factor 1.044136 (no unit)
Move -1 to 0 nm: difference factor 0.714286 (no unit)
Move -1 to 0 nm: ratio from determinants 0.745812 (no unit)
Move -1 to 0 nm: ratio from short product 0.745812 (no unit)
Local energies for N=1..6: 0.5000, 2.0000, 4.5000, 8.0000, 12.5000, 18.0000 hbar*omega
Grid-Hamiltonian energies for N=1..6: 0.5000, 2.0000, 4.4999, 7.9999, 12.4997, 17.9995 hbar*omega
Norm integrals for N=1..4: 1.00000000, 1.00000000, 1.00000000, 1.00000000 (no unit)
Local energy, levels 0,1,3 occupied: 5.5000 hbar*omega
```
